# The Third Zemach Moment in Nuclear-Size Shifts of Muonic S Levels, part 1

(Sections cited here and not found follow in the second part.)

A negative muon bound to a light nucleus has a Bohr radius about two hundred times smaller than that of an electron, so the probability of finding an S-state muon inside the nuclear charge, though still small, is larger by about the cube of that factor. There the attraction is weaker than $-Z/r$, and the level moves up. To lowest order the shift depends on the nuclear charge distribution only through its mean square radius. At the next order the wave function varies across the nucleus and is distorted by the weakened attraction, and the question is which property of the charge distribution then enters. In the model below it is a single number, Friar's third Zemach moment.

## Setting and statement

**Assumptions.** Atomic units are used, $\hbar=m_e=e^2/4\pi\epsilon_0=1$. A lepton of charge $-1$ and a nucleus of charge $Z$ have reduced mass $\mu$, and their relative motion obeys the Schrödinger equation. The nucleus is rigid, with charge density $Z\rho(r)$, where $\rho\ge0$ is spherical, $\int\rho\,d^3r=1$, and the charge outside radius $r$ falls at least exponentially on the scale of the rms radius. The shape of $\rho$ and the principal quantum number $n$ are held fixed while the size shrinks.

**Definitions.** $\langle r^k\rangle=\int\rho\,r^k\,d^3r$, and the third Zemach moment is the mean cubed distance between two points drawn independently from $\rho$,
$$\langle r^3\rangle_{(2)}=\iint\rho(r)\rho(r')\,|\mathbf r-\mathbf r'|^3\,d^3r\,d^3r'.$$
The small parameter is $\varepsilon=Z\mu\langle r^2\rangle^{1/2}$, the rms radius divided by the Bohr radius $1/(Z\mu)$. The shape numbers are $M_3=\langle r^3\rangle/\langle r^2\rangle^{3/2}$ and $C_3=\langle r^3\rangle_{(2)}/\langle r^2\rangle^{3/2}$.

**Theorem.** As $\varepsilon\to0$ the shift of the $nS$ level from its point-nucleus value is
$$\Delta E=\frac{2\pi Z}{3}|\psi_n(0)|^2\left[\langle r^2\rangle-\frac{Z\mu}{2}\langle r^3\rangle_{(2)}+\frac23(Z\mu)^2\langle r^2\rangle^2\ln\varepsilon+O(\varepsilon^2)\langle r^2\rangle\right],$$
with $|\psi_n(0)|^2=(Z\mu)^3/(\pi n^3)$. The $\langle r^3\rangle_{(2)}$ term is not the second-order energy alone: it is the sum of a first-order part $-Z\mu\langle r^3\rangle$ and a second-order part $Z\mu[\langle r^3\rangle-\tfrac12\langle r^3\rangle_{(2)}]$ inside the bracket.

**Scaled form.** Put $x=Z\mu r$. Then $-\nabla_r^2/2\mu=Z^2\mu(-\tfrac12\nabla_x^2)$ and $Z/r=Z^2\mu/x$, so in the energy unit $Z^2\mu$ the radial function $u=\sqrt{4\pi}\,x\,\psi$ of an S state obeys $(H_0+\delta V)u=Eu$ with
$$H_0=-\frac12\frac{d^2}{dx^2}-\frac1x,\qquad \delta V(x)=\frac1x-\int\frac{\rho(y)\,d^3y}{|\mathbf x-\mathbf y|},$$
where $\rho$ is now normalized in $x$ and $\langle x^2\rangle=\varepsilon^2$. The prefactor of the theorem times $\langle r^2\rangle$ is $\tfrac23Z^4\mu^3\langle r^2\rangle/n^3=Z^2\mu L$ with $L=2\varepsilon^2/(3n^3)$, so the claim is
$$\Delta E=L\left[1-\tfrac12C_3\,\varepsilon+\tfrac23\varepsilon^2\ln\varepsilon+O(\varepsilon^2)\right].$$
At fixed $n$, $O(L\varepsilon^2)=O(\varepsilon^4)$. The letter $C$ without index denotes a constant independent of $\varepsilon$.

## The perturbation and the unperturbed state

**Lemma 1 (angular means).** For vectors of lengths $p\le q$ and separation $s$, the mean over their relative direction is $1/q$ for $1/s$, and $S(p,q)=q^3+2qp^2+p^4/(5q)$ for $s^3$.

*Proof.* With $s^2=p^2+q^2-2pq\,w$, $w=\cos\theta$, one has $s\,ds=-pq\,dw$, so
$$\frac12\int_{-1}^{1}s^k\,dw=\frac{(q+p)^{k+2}-(q-p)^{k+2}}{2(k+2)\,pq}.$$
For $k=-1$ this is $2p/(2pq)$. For $k=3$ the numerator is $10q^4p+20q^2p^3+2p^5$ and the denominator $10pq$. $\square$

**Lemma 2 (moments of $\delta V$).** $0\le\delta V\le 1/x$, and $\int_0^\infty\delta V\,x^{k+2}dx=\langle x^{k+2}\rangle/[(k+2)(k+3)]$ for $k\ge0$.

*Proof.* By Lemma 1 a shell of radius $y$ contributes $1/\max(x,y)$ to the extended potential. Shells with $y<x$ cancel against their share of $1/x$, leaving
$$\delta V(x)=\int_x^\infty4\pi y^2\rho(y)\left(\frac1x-\frac1y\right)dy,$$
which lies between $0$ and $1/x$. Exchanging the order of integration, the inner integral is $\int_0^y(x^{k+1}-x^{k+2}/y)\,dx=y^{k+2}[\frac1{k+2}-\frac1{k+3}]$. $\square$

The same formula bounds $x\,\delta V$ by the charge outside $x$, so $\delta V\le Ce^{-\kappa x/\varepsilon}/x$ for some $\kappa>0$. Fix a point $x_0$ independent of $\varepsilon$ and below the first node of $u_n$. Beyond $x_0$, $\delta V$ is smaller than any power of $\varepsilon$ and is set to zero in the proofs.

**Lemma 3 (state near the origin).** $u_n=c\,x\,[1-x+O(x^2)]$ with $c^2=4/n^3$.

*Proof.* Add the centrifugal term $l(l+1)/2x^2$ with real $l$, write $E=-1/2\nu^2$ and $u=x^{l+1}e^{-x/\nu}\sum a_kx^k$. The radial equation gives $(k+1)(k+2l+2)a_{k+1}=2[(k+l+1)/\nu-1]a_k$. A normalizable solution needs the series to stop, so $\nu=n_r+l+1$ with integer $n_r\ge0$. For $l=0$, $a_1=(1/\nu-1)a_0$, and the factor $e^{-x/\nu}$ turns this into $1-x$. For $c$, multiply $u''=2(-1/x-E)u$ by $u'$ and integrate. The left side is $[u'^2/2]_0^\infty=-c^2/2$. The right side is $\int(-1/x-E)(u^2)'dx=-\int u^2x^{-2}dx$, the boundary terms vanishing because $u^2/x\to0$. Hence $c^2=2\langle x^{-2}\rangle_u$. Differentiating $E=\langle u|H|u\rangle$ with respect to $l$ at fixed norm gives $dE/dl=\tfrac{2l+1}{2}\langle x^{-2}\rangle_u$, while $dE/dl=1/\nu^3$. At $l=0$, $\langle x^{-2}\rangle_u=2/n^3$. $\square$

Then $|\psi_n(0)|^2=c^2/4\pi=1/(\pi n^3)$ in scaled units, and $(Z\mu)^3/(\pi n^3)$ in atomic units. The slope $-1$, the cusp, does not depend on $n$.

**Lemma 4 (first order).** $E_1=L[1-M_3\varepsilon+O(\varepsilon^2)]$.

*Proof.* With $u^2=c^2x^2[1-2x+O(x^2)]$ and Lemma 2 for $k=0,1,2$,
$$E_1=\int\delta V\,u^2dx=c^2\left[\frac{\langle x^2\rangle}{6}-\frac{2\langle x^3\rangle}{12}\right]+O(\varepsilon^4)=\frac{2}{3n^3}\left[\varepsilon^2-M_3\varepsilon^3\right]+O(\varepsilon^4).\ \square$$

The correction is negative because the density falls away from the origin.

## Second order

Write $u=u_n$, $E_0=-1/2n^2$, $P(x)=\int_0^xu^2dy$. The exact state is normalized as $u+\chi$ with $\langle u|\chi\rangle=0$. Inserting it in the Schrödinger equation and projecting on $u$ gives
$$(E_0-H_0)\chi=(\delta V-\Delta E)(u+\chi),\qquad \Delta E=\langle u|\delta V|u+\chi\rangle .$$
Let $G$ map a source $w$ to the decaying solution of $(E_0-H_0)\,Gw=w-u\langle u|w\rangle$ that vanishes at the origin and is orthogonal to $u$. The first-order function is $\chi_1=G\,\delta V u$ and $E_2=\langle u|\delta V|\chi_1\rangle$.

**Lemma 5.** Let $\mathcal A(x)=\int_0^x\delta V u^2dy$ and $B=\mathcal A-E_1P$. Then $E_2=-2\int_0^{x_0}B^2/u^2\,dx+O(E_1^2)$. For $n=1$, exactly, $E_2=-2\int_0^\infty B^2/u^2\,dx$.

*Proof.* The equation is $\tfrac12\chi_1''+(1/x+E_0)\chi_1=(\delta V-E_1)u$. Multiply by $u$ and subtract $\chi_1$ times the equation for $u$: $\tfrac12(u\chi_1'-u'\chi_1)'=(\delta V-E_1)u^2$. Both functions vanish at the origin, so $u\chi_1'-u'\chi_1=2B$. Below the first node put $\chi_1=uF$; then $F'=2B/u^2$. Since $\delta V\le1/x$ and $u^2\le Cx^2$, $0\le\mathcal A\le\min(Cx^2,E_1)$, so $F'$ is bounded at the origin.

The value $F(x_0)$ follows from the outer region, where the source is $-E_1u$. Let $v$ be a second solution at energy $E_0$ with $uv'-u'v=1$, and define $\eta=2v(1-P)+2u\int_{x_0}^xuv\,dy$. Differentiation gives $u\eta'-u'\eta=2(1-P)$, whose derivative is $-2u^2$, so $\eta$ solves the equation with source $-u$. It decays, because $v\sim e^{x/n}$, $1-P\sim e^{-2x/n}$ and $uv$ stays bounded, and it is independent of $\varepsilon$. For $x\ge x_0$, therefore, $\chi_1=E_1\eta+\beta u$. Integrating by parts on the inner interval, orthogonality reads
$$0=P(x_0)F(x_0)-\int_0^{x_0}\frac{2PB}{u^2}dx+\int_{x_0}^\infty u\,(E_1\eta+\beta u)\,dx .$$
Here $P/u^2\le Cx$, $|B|\le E_1$ and $F(x_0)=E_1\eta(x_0)/u(x_0)+\beta$. The terms in $\beta$ add to $\beta[P(x_0)+1-P(x_0)]=\beta$ and all others are $O(E_1)$, so $\beta$ and $F(x_0)$ are $O(E_1)$.

Orthogonality allows $E_2=\int(\delta V-E_1)u\chi_1dx$. The outer part is $-E_1\int_{x_0}^\infty u\chi_1\,dx=O(E_1^2)$. The inner part is $\int_0^{x_0}B'F\,dx=B(x_0)F(x_0)-\int_0^{x_0}2B^2/u^2dx$, and the boundary term is $O(E_1^2)$. For $n=1$ there is no node and $x_0\to\infty$ is allowed: $B=E_1(1-P)$ decays exponentially while $F$ grows linearly. $\square$

**Lemma 6.** With $A(x)=\int_0^x\delta V\,y^2dy$,
$$E_2=-2c^2\int_0^\infty\frac{A^2}{x^2}dx+\frac23L\,\varepsilon^2\ln\varepsilon+O(\varepsilon^4).$$

*Proof.* The terms of $B^2$ that contain $E_1P$ contribute at most $CE_1^2\int x\,dx=O(\varepsilon^4)$, so $B$ may be replaced by $\mathcal A$. By Lemma 3, $1/u^2=c^{-2}[x^{-2}+2x^{-1}+h(x)]$ with $h$ bounded on $[0,x_0]$. The $h$ term is $O(E_1^2)$.

The $2/x$ term is $-(4/c^2)\int_0^{x_0}\mathcal A^2dx/x$. Below $x=\varepsilon$ the integrand is at most $Cx^3$, giving $O(\varepsilon^4)$. Above it, $\mathcal A^2=E_1^2-(E_1-\mathcal A)(E_1+\mathcal A)$, and $E_1-\mathcal A=\int_x^\infty\delta Vu^2dy\le C\varepsilon^2e^{-\kappa' x/\varepsilon}$ with some $\kappa'>0$, so the product integrates against $dx/x$ to $O(\varepsilon^4)$. What remains is $-(4E_1^2/c^2)\ln(x_0/\varepsilon)=(4E_1^2/c^2)\ln\varepsilon+O(\varepsilon^4)$, and $4L^2/c^2=n^3L^2=\tfrac23\varepsilon^2L$.

The $x^{-2}$ term is $-(2/c^2)\int_0^{x_0}\mathcal A^2dx/x^2$. Write $\mathcal A=c^2(A+D)$, where $|D|\le C\int_0^x\delta Vy^3dy\le C\min(x^3,\varepsilon^3)$ and $A\le C\min(x^2,\varepsilon^2)$. The cross term is bounded by $C\int_0^\varepsilon x^3dx+C\varepsilon^5\int_\varepsilon^\infty x^{-2}dx=O(\varepsilon^4)$, the $D^2$ term is $O(\varepsilon^5)$, and moving the upper limit to infinity costs $A(\infty)^2/x_0=O(\varepsilon^4)$. $\square$

The logarithm comes from the range $\varepsilon\ll x\ll1$ between the nuclear radius and the Bohr radius, where the Coulomb attraction first modifies free propagation.

**Lemma 7.** $\displaystyle\int_0^\infty\frac{A^2}{x^2}dx=\frac1{24}\left[\langle x^3\rangle_{(2)}-2\langle x^3\rangle\right]$.

*Proof.* By the shell formula, $A(x)$ is the $\rho$-average over $y$ of $a(x,y)=\int_0^{\min(x,y)}(z-z^2/y)\,dz$, which is $x^2/2-x^3/3y$ for $x<y$ and $y^2/6$ for $x>y$. The integral is the double average of $I(p,q)=\int_0^\infty a(x,p)a(x,q)x^{-2}dx$. For $p\le q$ the three ranges give
$$\int_0^p\left[\frac{x^2}4-\frac{x^3}{6p}-\frac{x^3}{6q}+\frac{x^4}{9pq}\right]dx=\frac{p^3}{24}-\frac{7p^4}{360q},$$
$$\frac{p^2}6\int_p^q\left[\frac12-\frac{x}{3q}\right]dx=\frac{p^2q}{18}-\frac{p^3}{12}+\frac{p^4}{36q},\qquad \frac{p^2q^2}{36}\int_q^\infty\frac{dx}{x^2}=\frac{p^2q}{36}.$$
The sum is $\frac1{24}[2qp^2-p^3+p^4/5q]=\frac1{24}[S(p,q)-p^3-q^3]$. The double average of $S$ is $\langle x^3\rangle_{(2)}$ by Lemma 1, and that of $p^3+q^3$ is $2\langle x^3\rangle$. $\square$

With $2c^2/24=1/(3n^3)=L/2\varepsilon^2$, the leading second-order energy is $L\varepsilon\,(M_3-\tfrac12C_3)$. It is negative for every $n$, since the integrand is a square.

**Remark (why a cubed distance).** Lemma 1 gives $K\equiv\iint\delta V\delta V'\,s^{-1}d^3x\,d^3x'=16\pi^2\int(A^2)'x^{-1}dx=16\pi^2\int A^2x^{-2}dx$, so the leading term is $-\frac1{2\pi}|\psi(0)|^2K$: the particle propagates across the nucleus with the free zero-energy Green function $-1/2\pi s$. Since $\nabla^2s^k=k(k+1)s^{k-2}$, one has $1/s=\frac1{24}\nabla^2\nabla'^2s^3$. Moving both Laplacians onto $\delta V$, with Poisson's equation $\nabla^2\delta V=4\pi(\rho-\delta^3)$, gives $K=\frac{16\pi^2}{24}\iint(\rho-\delta^3)(\rho'-\delta^3)s^3$. The $\rho\rho'$ term is the Zemach moment and the two cross terms are $-2\langle x^3\rangle$.

## Higher orders and proof of the theorem

The first- and second-order energies are now known up to errors of order $L\varepsilon^2$, including the logarithmic term. It remains to show that all higher orders together contribute only $O(L\varepsilon^2)$, to add the pieces and so prove the theorem, and to apply it to particular charge distributions and to muonic beryllium.
